# From Einstein A to Infrared Line Intensity and Its Temperature Scaling

An infrared beam crosses a cell of dilute gas, and the cell is heated at constant number density. Some absorption lines weaken while others, barely visible in the cold gas, grow a hundredfold. The molecules have not changed their dipole moments. To compute how strong each line is, and how heating changes it, we need the strength of one molecular transition, the absorption it causes, and the effect of temperature on the populations.

I use SI units in the derivations. The wavenumber is \(\nu=\omega/(2\pi c)\), not a frequency in hertz. The final formulas take \(\nu\) in cm⁻¹ and dipoles in debye, with \(1\ \mathrm{D}=3.33564\times10^{-30}\) C m.

## 1. Two states and one polarization

Take a lower state \(l\) and an upper state \(u\), separated by \(\hbar\omega_0\). A field \(E_0\cos(\omega t+\phi)\) along the unit vector \(\mathbf e\) couples them through \(-\boldsymbol\mu\cdot\mathbf e\,E_0\cos(\omega t+\phi)\). The wavelength is assumed much larger than the molecule, so the field is uniform across it.

Write \(\mu_e=\langle u|\boldsymbol\mu\cdot\mathbf e|l\rangle\) and \(V=|\mu_e|E_0/\hbar\). The phase of \(\mu_e\) can be absorbed into the state \(u\). For a molecule starting in \(l\), first-order perturbation theory sets the lower amplitude to 1, so

\[
\dot a_u=iV\cos(\omega t+\phi)e^{i\omega_0t}.
\]

Splitting the cosine into two exponentials and integrating from 0 to \(t\) gives

\[
a_u=\frac V2\left[e^{i\phi}\frac{e^{i(\omega_0+\omega)t}-1}{\omega_0+\omega}
+e^{-i\phi}\frac{e^{i(\omega_0-\omega)t}-1}{\omega_0-\omega}\right].
\]

Near resonance the second term dominates. With \(\Delta=\omega-\omega_0\) and \(|e^{i x}-1|^2=4\sin^2(x/2)\),

\[
P_u=V^2\frac{\sin^2(\Delta t/2)}{\Delta^2}.
\]

This is not yet a rate: at \(\Delta=0\) it grows as \(t^2\). A rate appears when the radiation has a continuous, incoherent spectrum, because then the probabilities from different frequencies add. Substituting \(x=\Delta t/2\),

\[
\int_{-\infty}^{\infty}\frac{\sin^2(\Delta t/2)}{\Delta^2}\,d\Delta
=\frac t2\int_{-\infty}^{\infty}\frac{\sin^2x}{x^2}\,dx=\frac{\pi t}{2}.
\]

The time-averaged energy density of a wave, electric and magnetic parts together, is \(\varepsilon_0E_0^2/2\). A slice \(d\omega\) of a spectrum with energy density \(\rho_\omega\) per unit angular frequency therefore has \(E_0^2=2\rho_\omega d\omega/\varepsilon_0\). If \(\rho_\omega\) is nearly constant across the resonance,

\[
W=\frac{P_u}{t}=\frac{|\mu_e|^2}{\hbar^2}\,\frac{2\rho_\omega}{\varepsilon_0}\,\frac{\pi}{2}
=\frac{\pi|\mu_e|^2}{\varepsilon_0\hbar^2}\rho_\omega .
\]

The resonance has a width of order \(1/t\), so the time must satisfy \(\omega_0t\gg1\) and must also be long compared with the inverse width of the spectrum, while \(P_u\ll1\). Starting in \(u\) gives the same rate, since the squared matrix element is the same and the resonance function is even in \(\Delta\).

A numerical case shows how good the approximation is. I integrated the two amplitude equations by a fourth-order Runge–Kutta method, keeping both exponentials, for \(V=10^{-4}\omega_0\) and \(\omega_0t=400\). The probability was averaged over two phases a quarter cycle apart and integrated over \(\omega\) from \(0.5\omega_0\) to \(1.5\omega_0\). The area was 0.9969 of \(\pi V^2t/2\). The finite window accounts for the deficit: replacing \(\sin^2\) by 1/2 in the two missing wings gives a missing area \(2V^2/\omega_0\), which is 0.3% of the full \(628V^2/\omega_0\).

## 2. Degenerate levels

A rotating molecule has several substates in each level. Let the degeneracies be \(g_l\) and \(g_u\), and define the line strength

\[
\mathcal S=\sum_{m,m'}\sum_{i=x,y,z}|\langle l,m|\mu_i|u,m'\rangle|^2 .
\]

The sum covers all lower substates \(m\), all upper substates \(m'\) and all three space-fixed components.

In isotropic, unpolarized radiation the average of \(e_ie_j\) is \(\delta_{ij}/3\). Each squared element \(|\mu_e|^2\) is then replaced by one third of the sum over components. The rate from an upper level with equally populated substates is \(B_{ul}\rho_\omega\). We add over final substates and average over initial ones:

\[
B_{ul}=\frac{\pi\mathcal S}{3\varepsilon_0\hbar^2g_u},\qquad
B_{lu}=\frac{\pi\mathcal S}{3\varepsilon_0\hbar^2g_l},\qquad
g_lB_{lu}=g_uB_{ul}.
\]

For a linear rotor with no angular momentum about its axis in either state (\(\Sigma\) states), \(\mathcal S\) follows from a counting argument. Let the dipole be \(\mu\mathbf n\), with \(\mathbf n\) the unit vector along the axis. A vector operator changes \(J\) by at most 1, and \(\mathbf n\) is odd under inversion, which excludes \(J\to J\). Let \(F_J\) be the strength of \(\mathbf n\) between levels \(J-1\) and \(J\). Since \(\mathbf n\cdot\mathbf n=1\), the squared elements from one substate to all others add to 1. Adding over the \(2J+1\) substates of level \(J\),

\[
F_{J+1}+F_J=2J+1,\qquad F_0=0 .
\]

Hence \(F_1=1\), \(F_2=2\), and by induction \(F_J=J\). An R line, \(J''\to J''+1\) in absorption, has \(\mathcal S=(J''+1)\mu^2\). A P line, \(J''\to J''-1\), has \(\mathcal S=J''\mu^2\). For a vibrational line \(\mu\) is the vibrational transition dipole along the axis, here taken as independent of \(J\). States with angular momentum about the axis, such as \(\Pi\) states or excited bending modes of linear molecules, allow \(J\to J\) lines and have different strengths.

The smallest case is \(J''=0\to1\). Its strength is \(\mu^2\), shared by three upper substates, so each upper substate carries \(\mu^2/3\).

## 3. Spontaneous emission

An excited molecule also emits with no radiation present. Thermal equilibrium fixes this rate, once the spectrum of thermal radiation is known.

In a periodic box of side \(L\), wavevectors are \(2\pi/L\) times integer triples. With two polarizations, the number of modes below \(\omega\) is

\[
2\,\frac{4\pi}{3}\left(\frac{\omega L}{2\pi c}\right)^3=\frac{\omega^3L^3}{3\pi^2c^3},
\]

so the density per unit volume and angular frequency is \(\omega^2/(\pi^2c^3)\). With \(q=e^{-\hbar\omega/kT}\), the mean photon number in a mode is

\[
\frac{\sum_n nq^n}{\sum_n q^n}=\frac{q}{1-q}=\frac1{e^{\hbar\omega/kT}-1}.
\]

Multiplying mode density, photon energy and mean number gives the Planck density

\[
\rho_\omega=\frac{\hbar\omega^3}{\pi^2c^3}\,\frac{1}{e^{\hbar\omega/kT}-1}.
\]

Let \(A\) be the spontaneous rate from \(u\) to \(l\). In equilibrium, upward and downward transitions between the two levels balance:

\[
N_lB_{lu}\rho_\omega=N_u(A+B_{ul}\rho_\omega),\qquad
\frac{N_u}{N_l}=\frac{g_u}{g_l}e^{-\hbar\omega/kT}.
\]

Solve for \(A\) and use \(g_lB_{lu}=g_uB_{ul}\):

\[
A=\rho_\omega\left(\frac{N_l}{N_u}B_{lu}-B_{ul}\right)
=\rho_\omega B_{ul}\left(e^{\hbar\omega/kT}-1\right)
=\frac{\hbar\omega^3}{\pi^2c^3}B_{ul}.
\]

The temperature has cancelled, as it must for a molecular property. Inserting \(B_{ul}\), and then \(\omega=2\pi c\nu\) and \(\hbar=h/2\pi\),

\[
A=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}\frac{\mathcal S}{g_u}
=\frac{16\pi^3\nu^3}{3\varepsilon_0h}\frac{\mathcal S}{g_u}.
\]

For \(\nu\) in cm⁻¹ the cube brings a factor \(100^3=10^6\). For dipoles in debye the square brings \((3.33564\times10^{-30})^2\). Therefore

\[
\boxed{A=3.136\times10^{-7}\,\nu^3\mu^2\ \mathrm{s^{-1}},\qquad \mu^2=\mathcal S/g_u.}
\]

The definition of \(\mu^2\) is part of the result. It is the strength per upper substate, summed over final substates and components. It is not the squared dipole of the rotor in section 2: for an R line it is \((J''+1)/(2J''+3)\) times that square. Dividing by \(g_l\) instead would change \(A\) by the factor \(g_u/g_l\).

**A classical limit.** A charge \(q_e\) of mass \(m\) oscillates along a line with amplitude \(a\). Classical electrodynamics gives its mean radiated power per solid angle as \(\omega^4q_e^2a^2\sin^2\theta/(32\pi^2\varepsilon_0c^3)\). Since \(\int\sin^2\theta\,d\Omega=8\pi/3\), the total is \(\omega^4q_e^2a^2/(12\pi\varepsilon_0c^3)\). Dividing by the energy \(m\omega^2a^2/2\) gives the damping rate

\[
\gamma=\frac{q_e^2\omega^2}{6\pi\varepsilon_0mc^3}.
\]

The quantum oscillator has \(|\langle1|q_ex|0\rangle|^2=q_e^2\hbar/(2m\omega)\). Putting this for \(\mathcal S/g_u\) gives

\[
A_{10}=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}\,\frac{q_e^2\hbar}{2m\omega}=\gamma .
\]

The squared element from \(n\) to \(n-1\) is \(n\) times larger, so the mean excitation obeys \(d\langle n\rangle/dt=-A_{10}\langle n\rangle\). The energy above the ground state decays at the classical rate. For a charge of \(0.2e\), a mass of 10 u and \(\nu=2000\) cm⁻¹, the transition dipole is 0.02789 D and

\[
A_{10}=3.1362\times10^{-7}(2000)^3(0.02789)^2\approx1.95\ \mathrm{s^{-1}}.
\]

If nothing else disturbed it, this excited state would radiate after about half a second on average.

## 4. Absorption from a beam

A beam comes from one direction and may be polarized, so the isotropic average no longer applies. In an isotropic gas the substates of each level are equally populated, and this restores the factor 1/3. The quantity

\[
T_{ij}=\sum_{m,m'}\langle l,m|\mu_i|u,m'\rangle\langle u,m'|\mu_j|l,m\rangle
\]

contains complete rotational multiplets and cannot single out a direction. It must be proportional to \(\delta_{ij}\), and its trace is \(\mathcal S\), so \(T_{ij}=\mathcal S\delta_{ij}/3\). For \(J''=10\to11\) and a unit dipole, the full strength is 11, of which the \(z\) component carries 3.667.

Let \(\sigma(\nu)\) be the absorption cross-section of a molecule in level \(l\). The beam carries energy flux \(c\rho_\omega\) per unit angular frequency, with the refractive index taken as 1. The molecule removes power \(c\int\sigma\rho_\omega d\omega\), which must equal \(\hbar\omega_0B_{lu}\rho_\omega\). For a line narrow compared with its wavenumber, and a smooth spectrum,

\[
\int\sigma\,d\omega=\frac{\hbar\omega_0B_{lu}}{c}.
\]

Since \(d\omega=2\pi c\,d\nu\), and from here on \(\nu\) outside the integral denotes the line centre,

\[
\int\sigma\,d\nu=\frac{\hbar\omega_0B_{lu}}{2\pi c^2}=\frac{\hbar\nu B_{lu}}c .
\]

Now replace \(B_{lu}\) by \((g_u/g_l)\pi^2c^3A/(\hbar\omega_0^3)\):

\[
\int\sigma\,d\nu=\frac{\hbar\nu}{c}\,\frac{g_u}{g_l}\,
\frac{\pi^2c^3A}{\hbar\,8\pi^3c^3\nu^3}
=\frac{g_uA}{8\pi c\nu^2g_l}.
\]

Collisions and molecular motion may broaden \(\sigma(\nu)\) and lower its peak. Within these assumptions its area stays fixed.

## 5. A thermal gas

Let \(E''\) be the lower-level energy in cm⁻¹ and \(c_2=hc/k=1.438777\) cm K. The fraction of molecules in the lower level is

\[
\frac{N_l}{N}=\frac{g_le^{-c_2E''/T}}{Q(T)},\qquad
Q(T)=\sum_j g_je^{-c_2E_j/T}.
\]

Molecules in the upper level return energy to the beam by stimulated emission. Relative to absorption this amounts to

\[
\frac{N_uB_{ul}}{N_lB_{lu}}=\frac{N_u/g_u}{N_l/g_l}=e^{-c_2\nu/T}.
\]

Spontaneous emission leaves in all directions and is not counted as part of the transmitted beam. The net line intensity per molecule is therefore

\[
\boxed{S(T)=I_a\frac{Ag_u}{8\pi c\nu^2}\,
\frac{e^{-c_2E''/T}\left(1-e^{-c_2\nu/T}\right)}{Q(T)}.}
\]

With \(A\) in s⁻¹, \(c\) in cm/s and \(\nu\) in cm⁻¹, \(S\) is in cm/molecule, which is cm² times cm⁻¹. The factor \(I_a\) is the isotopic abundance if the count includes all isotopic forms; for a single form it is 1. Inserting \(A\) cancels \(g_u\):

\[
S=4.162\times10^{-19}\,I_a\,\nu\,\mathcal S\,
\frac{e^{-c_2E''/T}\left(1-e^{-c_2\nu/T}\right)}{Q},
\]

with \(\mathcal S\) in D². Nuclear-spin weights must be treated alike in \(\mathcal S\), \(g_u\) and \(Q\), and \(E''\) must share the energy zero of \(Q\).

Two limits show the role of stimulated emission. For \(c_2\nu/T\gg1\) the bracket tends to 1; a line at 2000 cm⁻¹ in a gas at 296 K has \(c_2\nu/T\approx9.7\). For \(c_2\nu/T\ll1\) it tends to \(c_2\nu/T\): absorption and stimulated emission nearly cancel, and a small difference remains.

**A model line.** Take a heteronuclear diatomic modelled as a harmonic oscillator times a rigid rotor. The vibrational wavenumber is 2000 cm⁻¹, the rotational constant is 2 cm⁻¹ in every vibrational state, and the fundamental transition dipole is \(\mu_{10}=0.1\) D. Set \(I_a=1\) and measure energies from the ground level. For R(10),

\[
E''=2(10)(11)=220\ \mathrm{cm^{-1}},\qquad
\nu=2000+2(11)(12)-220=2044\ \mathrm{cm^{-1}}.
\]

The strength is \(\mathcal S=11(0.1)^2=0.11\) D² and \(g_u=23\), so \(\mu^2=0.004783\) D² and

\[
A=3.1362\times10^{-7}(2044)^3(0.004783)=12.81\ \mathrm{s^{-1}}.
\]

Summing over \(v\le20\) and \(J\le150\) gives \(Q(296\ \mathrm K)=103.205\). The Boltzmann factor is 0.34323 and the stimulated-emission bracket is 0.99995. Thus

\[
S(296\ \mathrm K)=4.1624\times10^{-19}(2044)(0.11)
\frac{(0.34323)(0.99995)}{103.205}
=3.112\times10^{-19}\ \mathrm{cm/molecule}.
\]

## 6. Changing the temperature

A database lists \(S\) at a reference temperature \(T_0\). In the ratio \(S(T)/S(T_0)\), the quantities \(A\), \(g_u\), \(\nu^2\) and \(I_a\) cancel:

\[
\boxed{S(T)=S(T_0)\frac{Q(T_0)}{Q(T)}
e^{-c_2E''\left(\frac1T-\frac1{T_0}\right)}
\frac{1-e^{-c_2\nu/T}}{1-e^{-c_2\nu/T_0}}.}
\]

At \(T=T_0\) every factor is 1. The transition dipole is not needed, since the tabulated intensity already contains it.

Compare R(10) with R(30), which has \(E''=1860\) cm⁻¹ and \(\nu=2124\) cm⁻¹. At 1000 K the same level sum gives \(Q=368.592\), so both lines share the factor \(103.205/368.592=0.2800\). From 296 K to 1000 K,

\[
\text{R(10)}:\quad 0.2800\times2.1230\times0.9472=0.563,
\]
\[
\text{R(30)}:\quad 0.2800\times581.05\times0.9530=155.
\]

The factors are in the order of the formula. R(10) falls to \(1.752\times10^{-19}\) cm/molecule. R(30) rises from \(3.146\times10^{-22}\) to \(4.877\times10^{-20}\) cm/molecule. The growth of \(Q\) spreads molecules over more levels and weakens both lines equally. For R(30), the much larger Boltzmann factor outweighs that loss.

The turning point can be estimated. When many rotational levels but few vibrational ones are populated, the rotational sum becomes an integral. With \(y=J(J+1)\) and \(B\) the rotational constant,

\[
Q\approx\int_0^\infty e^{-c_2By/T}dy=\frac{T}{c_2B}.
\]

Neglecting stimulated emission, \(S\propto T^{-1}e^{-c_2E''/T}\), and

\[
\frac{d\ln S}{dT}=\frac1T\left(\frac{c_2E''}{T}-1\right).
\]

Within these assumptions the maximum lies at \(T\approx c_2E''\). The estimate holds only if vibration is still nearly unexcited at that temperature. For R(30) it gives 2676 K, where the vibrational part of \(Q\) and stimulated emission both matter, and the full formula peaks near 1600 K. For R(10) the estimate is about 317 K, so the line is already near its maximum at 296 K; it rises slightly before its long decline.

**The whole band.** Individual lines move in opposite directions, but the model has a combination that stays fixed. Let \(p\) be the population fraction of one substate and \(K=4.1624\times10^{-19}\) cm² D⁻². Each line obeys \(S/\nu=K\mathcal S(p_l-p_u)\). Consider all lines \(v\to v+1\), including hot bands, for which the squared vibrational dipole is \((v+1)\mu_{10}^2\). The two branches at each \(J\) have total rotor strength \(2J+1\), so the rotational sums give the vibrational populations \(P_v\):

\[
\sum\frac S\nu=K\mu_{10}^2\sum_v(v+1)(P_v-P_{v+1})
=K\mu_{10}^2\left(\langle v+1\rangle-\langle v\rangle\right)=K\mu_{10}^2 .
\]

Adding the lines one by one, with lower levels up to \(v=20\) and \(J=150\), gives \(4.1624\times10^{-21}\) cm²/molecule at both 296 K and 1000 K. Heating redistributes this sum among the lines. The sum telescopes for any populations, so the spacing of the levels does not enter. The result relies on squared dipoles that grow as \(v+1\), as for the harmonic oscillator, and do not depend on rotation; it is not a general law for real bands.

**What can spoil the scaling.** The partition function must include every level that is appreciably populated. If vibration is omitted here, \(Q(1000\ \mathrm K)\) becomes 347.851 instead of 368.592, and the scaled intensities at 1000 K come out 6% too high relative to the full result. The error is the same for every line, so relative intensities within the spectrum would not reveal it.

The formula also needs one temperature for all populations. In a discharge or a thin upper atmosphere, vibration and rotation may have different temperatures, and the actual populations of both levels must then be used in \(S/\nu=K\mathcal S(p_l-p_u)\), in place of the Boltzmann factor, \(Q\) and the stimulated-emission bracket. A beam strong enough to alter the populations likewise removes the thermal populations that the formula assumes. If pressure makes lines so broad that \(\nu\) varies appreciably across them, the narrow-line assumption of section 4 fails.
